\section*{The Gaussian ionic charge: self-energy and overlap correction}

\section{What goes wrong without the corrections}

Take two ions of charge 4 and 6, placed 1.00 \AA\ apart in a cloud of ten electrons. Represent each ion by a smooth Gaussian charge, add the negative electron density, and compute the Coulomb energy of the total charge. For the model worked out below this gives $+267.5$ eV. The electrostatic energy that was wanted, with the ions repelling one another as point charges, is $-678.4$ eV.

Most of the discrepancy arises because each Gaussian charge repels itself. Subtracting that self-energy gives $-680.3$ eV, which is still 1.9 eV too low: the two Gaussians overlap, and two overlapping Gaussian charges of equal sign repel less strongly than point charges at the same separation, as derived below. The missing energy depends on the separation, so a repulsive force of about 18 eV/\AA\ is missing too. The model places wide ions unusually close so that this overlap term is visible; for carbon monoxide with tabulated widths it is about $10^4$ times smaller.

Both corrections have closed forms. They follow once the long-range part of the pseudopotential is recognized as the potential of a definite charge.

\section{The potential and the conventions}

The algebra uses atomic units, in which the electron has charge $-1$. The local part of a Gaussian dual-space pseudopotential is
\begin{equation}
V_{\rm loc}(r)=-\frac{Z}{r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,\sigma}\right)
+P(r)\,e^{-r^2/(2\sigma^2)},\qquad \sigma\equiv r_{\rm loc},
\label{vloc}
\end{equation}
where $Z$ is the ionic charge, that is, the nuclear charge less the charge of the core electrons, and $P$ is an even polynomial. The error function and its complement are
\begin{equation}
\mathrm{erf}(x)=\frac{2}{\sqrt\pi}\int_0^x e^{-t^2}dt,\qquad
\mathrm{erfc}(x)=1-\mathrm{erf}(x).
\end{equation}

$V_{\rm loc}$ is the potential energy of an electron. The electrostatic potential $\Phi$ belonging to its first term has the opposite sign, because the electron's charge is $-1$:
\begin{equation}
\Phi(r)=\frac{Z}{r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,\sigma}\right).
\label{phi}
\end{equation}

The word ``width'' here means the standard deviation $\sigma$ along one Cartesian axis. If a Gaussian is written $e^{-r^2/R_c^2}$ instead, then $R_c=\sqrt2\,\sigma$.

The system is isolated and has finitely many ions. The ionic charges are rigid and spherical, and the electron density $n(\mathbf r)$ decays fast enough for the Coulomb integrals to be finite.

\section{The charge behind the error function}

For a spherical potential, Poisson's equation $\nabla^2\Phi=-4\pi\rho$ reads
\begin{equation}
\rho(r)=-\frac{1}{4\pi r}\frac{d^2}{dr^2}\bigl[r\Phi(r)\bigr],\qquad r>0 .
\end{equation}
Here $r\Phi=Z\,\mathrm{erf}(r/\sqrt2\sigma)$. The derivative of $\mathrm{erf}(x)$ is $(2/\sqrt\pi)e^{-x^2}$, and the chain rule supplies a factor $1/(\sqrt2\sigma)$. Hence
\begin{align}
\frac{d}{dr}(r\Phi)&=\sqrt{\frac2\pi}\,\frac{Z}{\sigma}\,e^{-r^2/(2\sigma^2)},\\
\frac{d^2}{dr^2}(r\Phi)&=-\sqrt{\frac2\pi}\,\frac{Zr}{\sigma^3}\,e^{-r^2/(2\sigma^2)} .
\end{align}
The factor $r$ cancels in Poisson's equation. Since $\sqrt{2/\pi}/(4\pi)=(2\pi)^{-3/2}$,
\begin{equation}
\boxed{\;\rho(r)=\frac{Z}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/(2\sigma^2)}\;}
\label{rho}
\end{equation}
The erf term is the potential of a Gaussian charge whose standard deviation is $r_{\rm loc}$.

The calculation was done for $r>0$, so a point charge at the origin must be excluded separately. Such a charge would make $\Phi$ diverge as $1/r$. But $\mathrm{erf}(x)\simeq 2x/\sqrt\pi$ for small $x$, and therefore
\begin{equation}
\Phi(0)=\sqrt{\frac2\pi}\,\frac{Z}{\sigma},
\end{equation}
which is finite. At large $r$ the error function tends to 1 and $\Phi\to Z/r$, so the total charge is $Z$.

\subsection*{The same result from Gauss's law}

Going from charge to potential confirms the factors. At radius $r$, the charge $q(r)$ inside acts as if it were at the centre, and each shell outside contributes its charge divided by its own radius:
\begin{equation}
\Phi(r)=\frac{q(r)}{r}+\int_r^\infty 4\pi r'\rho(r')\,dr' .
\end{equation}
With $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$, the outer term is
\begin{equation}
\sqrt{\frac2\pi}\frac{Z}{\sigma^3}\int_r^\infty r'e^{-r'^2/(2\sigma^2)}dr'
=\sqrt{\frac2\pi}\frac{Z}{\sigma}e^{-r^2/(2\sigma^2)} .
\end{equation}
The enclosed charge follows by partial integration, with $r'e^{-r'^2/(2\sigma^2)}$ as the factor that is integrated:
\begin{align}
q(r)&=\sqrt{\frac2\pi}\frac{Z}{\sigma^3}\int_0^r r'^2e^{-r'^2/(2\sigma^2)}dr'\nonumber\\
&=\sqrt{\frac2\pi}\frac{Z}{\sigma^3}\left[-\sigma^2re^{-r^2/(2\sigma^2)}
+\sigma^2\int_0^r e^{-r'^2/(2\sigma^2)}dr'\right]\nonumber\\
&=Z\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\sigma}\right)
-\sqrt{\frac2\pi}\frac{Zr}{\sigma}e^{-r^2/(2\sigma^2)} .
\end{align}
In $q(r)/r$ the second term cancels the outer contribution, leaving (\ref{phi}).

\subsection*{The polynomial term}

The remaining term of (\ref{vloc}), $f(r)=P(r)e^{-r^2/(2\sigma^2)}$, can also be assigned a source through Poisson's equation. Its total charge is proportional to
\begin{equation}
\int_0^\infty 4\pi r^2\,\nabla^2f\,dr
=4\pi\int_0^\infty\frac{d}{dr}\!\left(r^2\frac{df}{dr}\right)dr
=4\pi\left[r^2\frac{df}{dr}\right]_0^\infty=0 .
\end{equation}
The Gaussian factor removes the upper limit and $r^2$ the lower one. The polynomial term therefore leaves the ionic charge $Z$ unchanged. In what follows it is kept apart, as a short-range electron--ion energy, and the name ``ionic charge'' refers to (\ref{rho}) alone.

\section{The self-energy}

The Coulomb energy of a charge distribution is
\begin{equation}
E_C[\rho]=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
The factor $\frac12$ is there because the double integral visits each pair of charge elements twice.

Fourier space makes the integrals simple. Define $\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. Poisson's equation becomes $k^2\Phi(\mathbf k)=4\pi\rho(\mathbf k)$, and Parseval's theorem applied to $E_C=\frac12\int\rho\Phi\,d^3r$ gives
\begin{equation}
E_C[\rho]=\frac12\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\rho(\mathbf k)|^2 .
\label{ecf}
\end{equation}
The Gaussian (\ref{rho}) is a product of three one-dimensional normalized Gaussians. Completing the square in each exponent,
\begin{equation}
-\frac{x^2}{2\sigma^2}-ik_xx=-\frac{(x+ik_x\sigma^2)^2}{2\sigma^2}-\frac{k_x^2\sigma^2}{2},
\end{equation}
gives a factor $e^{-k_x^2\sigma^2/2}$ per direction, so that
\begin{equation}
\rho(\mathbf k)=Z\,e^{-k^2\sigma^2/2}.
\end{equation}
Insert this in (\ref{ecf}) with $d^3k=4\pi k^2dk$. The factors $k^2$ cancel, and the constants combine to $\frac12(4\pi)^2/(2\pi)^3=1/\pi$:
\begin{equation}
E_C=\frac{Z^2}{\pi}\int_0^\infty e^{-k^2\sigma^2}dk
=\frac{Z^2}{\pi}\,\frac{\sqrt\pi}{2\sigma},
\end{equation}
and therefore
\begin{equation}
\boxed{\;E_{\rm self}=\frac{Z^2}{2\sqrt\pi\,r_{\rm loc}}\;}
\label{self}
\end{equation}

This is the work needed to assemble the Gaussian charge from infinitely dispersed pieces. It is positive and grows without limit as the width shrinks, as it must for a point charge. It has no counterpart in the physical energy, in which an ion does not repel itself. In terms of $R_c=\sqrt2\,r_{\rm loc}$ the same quantity is $Z^2/(\sqrt{2\pi}R_c)$.

\section{Two smeared ions}

Let ions $A$ and $B$ have widths $\sigma_A,\sigma_B$ and separation $R$. Their mutual energy is
\begin{equation}
U(R)=\iint\frac{\rho_A(\mathbf r)\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
\end{equation}
without a factor $\frac12$, since each pair of elements, one from $A$ and one from $B$, occurs once. Moving an ion from the origin to $\mathbf R_I$ multiplies its transform by $e^{-i\mathbf k\cdot\mathbf R_I}$, so the product of the two transforms contains the phase $e^{i\mathbf k\cdot\mathbf R}$. With
\begin{equation}
s^2=\sigma_A^2+\sigma_B^2
\end{equation}
the energy is
\begin{equation}
U(R)=Z_AZ_B\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\,e^{-k^2s^2/2}\,e^{i\mathbf k\cdot\mathbf R}.
\end{equation}
The integral of the phase over the directions of $\mathbf k$ is $4\pi\sin(kR)/(kR)$, and $(4\pi)^2/(2\pi)^3=2/\pi$:
\begin{equation}
U(R)=\frac{2Z_AZ_B}{\pi}\int_0^\infty\frac{\sin(kR)}{kR}\,e^{-k^2s^2/2}\,dk .
\label{uint}
\end{equation}

Multiply by $R$ and differentiate. This removes the denominator, and the Gaussian keeps the integral convergent uniformly in $R$, so the derivative may be taken inside:
\begin{equation}
\frac{d(RU)}{dR}=\frac{2Z_AZ_B}{\pi}\int_0^\infty\cos(kR)\,e^{-k^2s^2/2}dk .
\end{equation}
The cosine integral is half the integral of $e^{ikR}e^{-k^2s^2/2}$ over the whole line. Completing the square gives $\frac12(\sqrt{2\pi}/s)e^{-R^2/(2s^2)}$, hence
\begin{equation}
\frac{d(RU)}{dR}=Z_AZ_B\sqrt{\frac2\pi}\,\frac1s\,e^{-R^2/(2s^2)} .
\end{equation}
Since $U(0)$ is finite, $RU$ vanishes at $R=0$. Integrating from there with $t=R'/(\sqrt2s)$ yields
\begin{equation}
U(R)=\frac{Z_AZ_B}{R}\,\mathrm{erf}\!\left(\frac{R}{\sqrt2\,s}\right).
\label{u}
\end{equation}
Two smeared ions thus interact like a point charge and one Gaussian whose squared width is the sum of the two squared widths.

The limit $R\to0$ links this to the self-energy. From (\ref{u}), $U(0)=\sqrt{2/\pi}\,Z_AZ_B/s$. For identical ions $s=\sqrt2\,\sigma$, so $U(0)=Z^2/(\sqrt\pi\,\sigma)$, twice (\ref{self}). Two coincident but distinct charges have every pair of elements counted once in $U$; within a single charge the same double integral counts each pair twice and must be halved.

\section{The overlap correction}

In the pseudopotential model the ions are taken to repel as point charges of strength $Z_I$, which presumes that their cores do not overlap. The difference between that repulsion and $U$ is
\begin{equation}
\boxed{\;E_{\rm ov}(R)=\frac{Z_AZ_B}{R}-U(R)
=\frac{Z_AZ_B}{R}\,\mathrm{erfc}\!\left(\frac{R}{\sqrt{2(\sigma_A^2+\sigma_B^2)}}\right)\;}
\label{ov}
\end{equation}
For charges of equal sign it is positive. It diverges as $Z_AZ_B/R$ when $R\to0$, because the point repulsion diverges while $U$ stays finite.

At large separation it is small. For $t\ge x>0$ one has $1\le t/x$, so
\begin{equation}
\mathrm{erfc}(x)\le\frac{2}{\sqrt\pi}\int_x^\infty\frac tx\,e^{-t^2}dt=\frac{e^{-x^2}}{\sqrt\pi\,x}.
\end{equation}
With $x=R/(\sqrt2s)$ the correction falls off at least as fast as $e^{-R^2/(2s^2)}$. A sum over pairs can therefore be cut off, and the energy of each omitted pair is at most $|Z_AZ_B|/R$ times this bound. The cutoff must be chosen from the bound and the accuracy wanted: for the ions of the worked example below the correction is still 1.9 eV at $R=1.00$ \AA\ ($2.77\,s$), and it falls to $7\times10^{-3}$ eV at 1.50 \AA\ ($4.16\,s$) and $5\times10^{-6}$ eV at 2.00 \AA\ ($5.55\,s$).

\section{Regrouping the electrostatic energy}

For several ions, the electrostatic energy without the polynomial terms is
\begin{equation}
E_{\rm es}=E_{ee}+E_{ei}+\sum_{I<J}\frac{Z_IZ_J}{R_{IJ}},
\label{direct}
\end{equation}
where $E_{ee}=E_C[n]$ is the classical Hartree energy and
\begin{equation}
E_{ei}=-\sum_I\int n(\mathbf r)\,\Phi_I(|\mathbf r-\mathbf R_I|)\,d^3r .
\end{equation}
Define the total charge density $\rho_{\rm tot}=\sum_I\rho_I-n$, with electrons counted as negative. Because $E_C$ is quadratic, its expansion has three parts:
\begin{equation}
E_C[\rho_{\rm tot}]=E_C\Bigl[\sum_I\rho_I\Bigr]
-\sum_I\iint\frac{n(\mathbf r)\rho_I(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'+E_C[n].
\end{equation}
In the cross term the factor $\frac12$ is cancelled by the two equal orderings. The integral over $\mathbf r'$ is $\Phi_I$, so the cross term is $E_{ei}$. The purely ionic part consists of the self-energies and the pair energies. Thus
\begin{equation}
E_C[\rho_{\rm tot}]=E_{ee}+E_{ei}+\sum_{I<J}U_{IJ}+E_{\rm self},\qquad
E_{\rm self}=\sum_I\frac{Z_I^2}{2\sqrt\pi\,\sigma_I}.
\end{equation}
Solve for $E_{ee}+E_{ei}$, insert the result in (\ref{direct}), and combine each $Z_IZ_J/R_{IJ}-U_{IJ}$ by (\ref{ov}):
\begin{equation}
\boxed{\;E_{\rm es}=E_C[\rho_{\rm tot}]+E_{\rm ov}-E_{\rm self}\;}
\label{regroup}
\end{equation}
with $E_{\rm ov}$ summed over pairs. One Coulomb energy of a charge density free of point charges now replaces three long-range sums. In a neutral system that charge has no monopole.

The identity requires the same widths in $\rho_{\rm tot}$, $E_{\rm ov}$, $E_{\rm self}$ and the erf potential. It regroups a given energy and does not make that energy independent of $r_{\rm loc}$. The ion--ion part $U+E_{\rm ov}$ is independent of the widths, but changing $r_{\rm loc}$ in the erf potential changes $E_{ei}$, and with it the physical model. Periodic crystals need a separate treatment of the lattice sums and of the $\mathbf k=0$ term, which is not given here.

\subsection*{Forces}

For fixed $Z_I$ and $\sigma_I$, the self-energy is independent of the positions and exerts no force. The overlap term does. With $x=R/(\sqrt2s)$ and $d\,\mathrm{erfc}(x)/dx=-(2/\sqrt\pi)e^{-x^2}$, the product rule gives
\begin{equation}
F_{\rm ov}=-\frac{dE_{\rm ov}}{dR}
=Z_AZ_B\left[\frac{\mathrm{erfc}(x)}{R^2}+\sqrt{\frac2\pi}\,\frac{e^{-x^2}}{sR}\right],
\label{force}
\end{equation}
where positive $F_{\rm ov}$ pushes the ions apart. The bracket is positive, so $F_{\rm ov}$ has the sign of $Z_AZ_B$.

\section{Worked example}

The parameters are round model values: $Z_A=4$, $Z_B=6$, $\sigma_A=0.30$ \AA, $\sigma_B=0.20$ \AA\ and $R=1.00$ \AA. They give $R/s=2.8$, a much stronger overlap than in the common short bonds of light elements. With the tabulated GTH (LDA) widths of carbon and oxygen, 0.185 and 0.131 \AA, the CO bond of 1.128 \AA\ has $R/s=5.0$, an overlap energy of $2\times10^{-4}$ eV and an overlap force of $5\times10^{-3}$ eV/\AA; the self-energy is large in either case. With lengths in \AA, every Coulomb energy acquires the factor $C=e^2/(4\pi\varepsilon_0)=14.3996$ eV\,\AA.

\subsection*{The ionic terms}

The self-energies are
\begin{align}
E_{{\rm self},A}&=\frac{14.3996\times4^2}{2\sqrt\pi\times0.30}=216.64\ \text{eV},\\
E_{{\rm self},B}&=\frac{14.3996\times6^2}{2\sqrt\pi\times0.20}=731.17\ \text{eV}.
\end{align}
Their unrounded sum is 947.82 eV, or 34.832 hartree. For the overlap,
\begin{align}
s&=\sqrt{0.30^2+0.20^2}=0.3606\ \text{\AA},\qquad
x=\frac{1.00}{\sqrt2\,s}=1.961,\\
E_{\rm ov}&=\frac{14.3996\times24}{1.00}\times0.005546
=345.59\times0.005546=1.917\ \text{eV},
\end{align}
or 0.0704 hartree.

\subsection*{The electrons}

The $N=10$ electrons form a prescribed cloud, centred midway between the ions:
\begin{equation}
n(r)=\frac{N\alpha^3}{8\pi}e^{-\alpha r},\qquad \alpha=4.0\ \text{\AA}^{-1}.
\end{equation}
This is not a ground-state density, and the energies below are not binding energies.

To find $E_{ee}$, build the cloud outwards shell by shell. Adding $dq$ to a sphere that already holds $q$ costs $C\,q\,dq/r$. With $a=\alpha r$, $dq=\frac12Na^2e^{-a}da$ and $q=N[1-e^{-a}(1+a+a^2/2)]$,
\begin{align}
E_{ee}&=\frac{CN^2\alpha}{2}\int_0^\infty a\,e^{-a}\left[1-e^{-a}\Bigl(1+a+\frac{a^2}{2}\Bigr)\right]da\nonumber\\
&=\frac{CN^2\alpha}{2}\left[1-\frac14-\frac14-\frac3{16}\right]
=\frac{5CN^2\alpha}{32}=899.98\ \text{eV}.
\end{align}
Numerical integration of $-n\Phi_I$ gives $-737.12$ eV for ion $A$ and $-1186.85$ eV for ion $B$. The direct sum (\ref{direct}) is
\begin{equation}
899.98-737.12-1186.85+345.59=-678.40\ \text{eV},
\end{equation}
or $-24.931$ hartree.

\subsection*{The regrouped sum}

The transform of the cloud follows from $\int_0^\infty r\sin(kr)e^{-\alpha r}dr=2\alpha k/(\alpha^2+k^2)^2$. Multiplying by $4\pi/k$ and by the prefactor of $n$ gives $N/(1+k^2/\alpha^2)^2$. With the origin at the cloud centre and $\mu$ the cosine of the angle between $\mathbf k$ and the axis, the total charge is
\begin{equation}
\rho_{\rm tot}=Z_Ae^{-k^2\sigma_A^2/2+ikR\mu/2}
+Z_Be^{-k^2\sigma_B^2/2-ikR\mu/2}-\frac{N}{(1+k^2/\alpha^2)^2}.
\end{equation}
In (\ref{ecf}), $d^3k=2\pi k^2dk\,d\mu$, so
\begin{equation}
E_C[\rho_{\rm tot}]=\frac{C}{2\pi}\int_0^\infty dk\int_{-1}^1d\mu\,|\rho_{\rm tot}|^2=267.50\ \text{eV}.
\end{equation}
Equation (\ref{regroup}) then gives
\begin{equation}
267.50+1.92-947.82=-678.40\ \text{eV}.
\end{equation}
The numerical check finds that the real-space and Fourier-space routes agree within $10^{-5}$ eV.

\subsection*{How the correction depends on distance}

With the same ions at other separations:
\begin{center}
\begin{tabular}{cccc}
$R$ (\AA) & point (eV) & smeared (eV) & $E_{\rm ov}$ (eV)\\
0.50 & 691.18 & 576.78 & 114.4\\
0.75 & 460.79 & 443.50 & 17.29\\
1.00 & 345.59 & 343.67 & 1.917\\
1.50 & 230.39 & 230.39 & $7.3\times10^{-3}$\\
2.00 & 172.80 & 172.80 & $5.0\times10^{-6}$
\end{tabular}
\end{center}

At 1.00 \AA\ the overlap energy is 0.55\% of the point repulsion, yet the overlap force, 18.25 eV/\AA, is 5.3\% of the point-ion force of 345.59 eV/\AA. Equation (\ref{force}) shows why. Its first term equals $E_{\rm ov}/R$ and supplies 1.92 eV/\AA; the other 16.34 eV/\AA\ comes from the rapid change of the complementary error function with distance. A cutoff judged by the energy alone can therefore be too short for the forces.

\section*{Numbers as computed}
\begin{verbatim}
Coulomb constant e^2/(4 pi eps0): 14.399645 eV angstrom
Ionic charges Z_A, Z_B: 4, 6 (units of e)
Widths rloc_A, rloc_B: 0.30, 0.20 angstrom
Ion separation R: 1.00 angstrom
Electron number: 10; cloud decay alpha: 4.0 1/angstrom
Ion A: erf potential at centre: 153.1901 V
Ion A: self-energy, formula: 216.643466 eV
Ion A: self-energy, charge assembly: 216.643466 eV
Ion B: erf potential at centre: 344.6776 V
Ion B: self-energy, formula: 731.171698 eV
Ion B: self-energy, charge assembly: 731.171698 eV
Sum of self-energies: 947.815164 eV
Sum of self-energies, converted: 34.831565 hartree
Combined width s: 0.360555 angstrom
erfc argument x = R/(sqrt(2) s): 1.961161 (no unit)
erfc(x): 0.00554567 (no unit)
Point-ion repulsion: 345.591491 eV
Smeared-ion repulsion: 343.674956 eV
Overlap correction: 1.916535 eV
Overlap correction, converted: 0.070431 hartree
Overlap force (repulsive): 18.253375 eV/angstrom
Electron-electron Hartree energy: 899.977842 eV
Electron-ion A energy: -737.120700 eV
Electron-ion B energy: -1186.851159 eV
Direct electrostatic sum: -678.402526 eV
Coulomb energy of total charge: 267.496103 eV
Regrouped electrostatic sum: -678.402526 eV
Direct sum, converted: -24.930833 hartree
Regrouped sum without overlap term: -680.319061 eV
Error when overlap term is omitted: -1.916535 eV
Table: R (angstrom), point, smeared, overlap energies (eV)
  0.50  691.182982  576.779855  1.144e+02
  0.75  460.788655  443.502629  1.729e+01
  1.00  345.591491  343.674956  1.917e+00
  1.50  230.394327  230.387003  7.324e-03
  2.00  172.795746  172.795741  5.022e-06
\end{verbatim}
